# Depolarization shift of an inversion-layer intersubband resonance

In a model silicon inversion layer holding $10^{12}$ electrons per cm$^2$, the two lowest subbands are separated by 14.17 meV, yet the layer driven by an oscillating field normal to its surface resonates at 17.31 meV. Both numbers use the same two subband functions and the same mean-field potential. The extra 3.14 meV is a property of the driven layer: a moving charge distribution makes an electric field of its own, and this field stiffens the motion.

Let $z$ be the depth below the oxide interface and $N_s$ the number of electrons per area, all spins and valleys included. At zero temperature, and with the Fermi energy below the next subband, all of them occupy the lowest subband, with real normalized function $\phi_0(z)$ and energy $E_0$. The next subband has real function $\phi_1(z)$ and energy $E_1$, and $E_{10}=E_1-E_0$. These are eigenstates in the static self-consistent Hartree potential, so $E_{10}$ already contains the average repulsion of the electrons at rest. Exchange and correlation are left out of the derivation; the size of exchange is estimated below.

A drive that is uniform along the interface conserves in-plane momentum. If the in-plane mass is the same in every subband, the in-plane kinetic energy is common to the initial and final states and drops out of the transition energy. Every electron then has the same normal function $\phi(z,t)$, whatever its in-plane momentum, and time-dependent Hartree theory reduces to

$$
i\hbar\frac{\partial\phi}{\partial t}=\left[-\frac{\hbar^2}{2m_z}\frac{\partial^2}{\partial z^2}+U_{\rm bare}(z)+U_H(z,t)+U_{\rm ext}(z,t)\right]\phi .
$$

Here $m_z$ is the mass for normal motion, $U_{\rm bare}$ comes from the fixed charges and the wall, and $U_H$ is the Hartree energy of the density $N_s|\phi|^2$. The drive is $U_{\rm ext}=eF(t)z$ for an electron of charge $-e$ in an external field $F$.

For a weak drive, keep two subbands and write

$$
\phi=e^{-iE_0t/\hbar}\,[\phi_0+c(t)\phi_1],\qquad c=x+iy .
$$

The amplitude of $\phi_0$ may also acquire a phase of first order, but its modulus changes only in second order, by normalization. That phase does not affect the density to first order and is omitted. The density change is therefore

$$
\delta n(z,t)=N_s(c+c^*)\phi_0\phi_1=2N_s x(t)\,\phi_0\phi_1 .
$$

Since $\phi_0$ and $\phi_1$ are orthogonal, this charge integrates to zero: electrons move from one depth to another, and none are added.

The potential $\Phi$ obeys $\Phi''=-\rho/\epsilon_s$, where $\epsilon_s$ is the absolute permittivity of silicon and primes denote $d/dz$. The induced charge density is $\rho=-e\,\delta n$ and the induced electron energy is $\delta U=-e\Phi$, so the two minus signs of the electron charge combine to give

$$
\frac{d^2\delta U}{dz^2}=-\frac{e^2}{\epsilon_s}\,\delta n .
$$

Define the accumulated transition charge

$$
Q(z)=\int_0^z\phi_0(z')\phi_1(z')\,dz' .
$$

With no induced charge elsewhere, the induced field vanishes outside the neutral layer. One integration from the interface then gives

$$
\frac{d\,\delta U}{dz}=-\frac{2N_s e^2}{\epsilon_s}\,x\,Q(z).
$$

Because $Q(0)=Q(\infty)=0$, this field is confined to the layer, as in a capacitor whose plates are the regions that gained and lost electrons.

The field acts back on the transition through its matrix element between $\phi_0$ and $\phi_1$. Using $\phi_0\phi_1=dQ/dz$ and integrating by parts,

$$
\int\phi_0\phi_1\,\delta U\,dz
=\Big[Q\,\delta U\Big]_0^\infty-\int Q\,\frac{d\,\delta U}{dz}\,dz
=2N_sx\,\frac{e^2}{\epsilon_s}\int_0^\infty Q^2dz .
$$

The boundary term vanishes because $Q$ does. This defines a length $S$ and a Coulomb matrix element $V$:

$$
S=\int_0^\infty Q^2\,dz,\qquad V=\frac{e^2}{\epsilon_s}S .
$$

To see that $V$ is a two-electron matrix element, solve Poisson's equation with the kernel $-(e^2/2\epsilon_s)|z-z'|$. It is the right kernel because the second derivative of $|z-z'|$ is $2\delta(z-z')$, and for a neutral source it gives zero field on both sides. Hence

$$
V=-\frac{e^2}{2\epsilon_s}\iint\phi_0(z)\phi_1(z)\,|z-z'|\,\phi_0(z')\phi_1(z')\,dz\,dz' .
$$

In this element each of two electrons changes subband. The kernel is negative, but the element is positive, as the integral of $Q^2$ shows.

Now project the equation of motion on $\phi_1$. With $u(t)=\int\phi_1U_{\rm ext}\phi_0\,dz=eFz_{10}$ and $z_{10}=\int z\phi_0\phi_1dz$,

$$
i\hbar\dot c=E_{10}c+2N_sVx+u .
$$

The left side is $i\hbar\dot x-\hbar\dot y$. Its imaginary and real parts give

$$
\hbar\dot x=E_{10}y,\qquad \hbar\dot y=-(E_{10}+2N_sV)x-u .
$$

Differentiating the first equation and inserting the second yields a driven oscillator,

$$
\hbar^2\ddot x=-E_{10}(E_{10}+2N_sV)x-E_{10}u ,
$$

whose resonance energy satisfies

$$
(\hbar\omega)^2=E_{10}^2+2E_{10}N_sV,\qquad
\hbar\omega=E_{10}\sqrt{1+\alpha},\qquad \alpha=\frac{2N_sV}{E_{10}} .
$$

The factor 2 comes from $c+c^*$ in the density. The induced field is proportional to $x$ and does not depend on $y$, so it changes only one of the two factors in $E_{10}(E_{10}+2N_sV)$. Within this two-subband Hartree model the shift is upward, since $V>0$.

The resonance depends on which field is called the drive. For time dependence $e^{-i\omega t}$, let $u_{\rm tot}=u+2N_sVx$ be the matrix element of the external and induced energies together. The oscillator equation becomes $[(\hbar\omega)^2-E_{10}^2]x=E_{10}u_{\rm tot}$, or

$$
2N_sx=\chi_0u_{\rm tot},\qquad
\chi_0=\frac{2N_sE_{10}}{(\hbar\omega)^2-E_{10}^2}.
$$

The response to the total field has its pole at $E_{10}$. Eliminating the induced part gives $u_{\rm tot}=u/(1-\chi_0V)$, so the response to the external field has its pole where $\chi_0V=1$, which is the shifted energy.

For the silicon layer, $e^2/\epsilon_s=1546.6$ meV nm and $S=0.2255$ nm. Thus $V=1546.6\times0.2255=348.8$ meV nm$^2$. The density $10^{12}$ cm$^{-2}$ is 0.01 nm$^{-2}$, so $N_sV=3.488$ meV and $\alpha=2\times3.488/14.17=0.492$. The resonance is

$$
\hbar\omega=\sqrt{14.17^2+2(14.17)(3.488)}\ {\rm meV}=17.31\ {\rm meV},
$$

or 4.19 THz. For small $\alpha$ the square root expands to $\hbar\omega\simeq E_{10}+N_sV$, a shift of 3.49 meV here, against 3.14 meV from the full root. In the opposite limit, $\alpha\gg1$, the energy tends to $\sqrt{2E_{10}N_sV}$ and the restoring force is mostly electrostatic.

The electrostatic part can be written as a plasma frequency. Define the oscillator strength $f=2m_zE_{10}z_{10}^2/\hbar^2$ and the effective thickness $L_{\rm eff}=z_{10}^2/S$. Substituting $S=z_{10}^2/L_{\rm eff}$ and then $2E_{10}z_{10}^2=f\hbar^2/m_z$,

$$
2E_{10}N_sV=f\hbar^2\,\frac{N_se^2}{\epsilon_sm_zL_{\rm eff}} .
$$

This is the squared plasma energy of a slab of density $N_s/L_{\rm eff}$, weighted by $f$. Here $|z_{10}|=1.173$ nm, $f=0.469$ and $L_{\rm eff}=6.10$ nm. The thickness is comparable with the mean electron depths, 2.81 nm in the lower subband and 7.12 nm in the upper.

Raising the density changes both the charge and the shape of the well. With the depletion charge held at $1.1\times10^{11}$ cm$^{-2}$, densities of 0.5, 1 and $2\times10^{12}$ cm$^{-2}$ give gaps of 11.88, 14.17 and 17.77 meV and resonances at 14.00, 17.31 and 22.04 meV. Over this fourfold increase $\alpha$ rises only from 0.388 to 0.538, because $S$ falls from 0.298 to 0.155 nm while the gap grows: $4\times(0.155/0.298)\times(11.88/17.77)=1.39$, the ratio of the two values of $\alpha$.

The two-subband restriction has a cost of its own. Let $E_{j0}=E_j-E_0$, and let $c_j=x_j+iy_j$ be the amplitude of subband $j$. The same steps without a drive give

$$
(\hbar\omega)^2x_j=E_{j0}^2x_j+2N_sE_{j0}\sum_kV_{jk}x_k,\qquad
V_{jk}=\frac{e^2}{\epsilon_s}\int Q_jQ_k\,dz,
$$

where $Q_j(z)=\int_0^z\phi_0\phi_j\,dz'$. Setting $x_j=\sqrt{E_{j0}}\,X_j$ and dividing by $\sqrt{E_{j0}}$ turns this into an eigenvalue problem for the symmetric matrix

$$
A_{jk}=E_{j0}^2\delta_{jk}+2N_s\sqrt{E_{j0}E_{k0}}\,V_{jk}.
$$

The two-subband result is its element $A_{11}$. The lowest eigenvalue of a symmetric matrix cannot exceed a diagonal element, so coupling to higher transitions cannot raise the lowest mode above the two-subband value. With 30 subbands the lowest mode, which is also the strongest, lies at 16.62 meV. Its shift from the gap is 2.45 meV, so the two-subband formula overstates the Hartree shift by 0.69 meV, or 28 percent of the 30-subband shift. The oscillator strength of this mode is 0.29 instead of 0.47. The rest has gone to other modes: with $z_{j0}=\int z\phi_0\phi_jdz$, a normalized eigenvector has strength $(2m_z/\hbar^2)(\sum_j\sqrt{E_{j0}}\,z_{j0}X_j)^2$, and since the eigenvectors are orthonormal, the sum over modes is the same with and without coupling.

These formulas were tested by integrating the nonlinear Hartree equation in time after a weak momentum kick and locating the peak in the spectrum of the mean depth. With two subbands the peak is at 17.311 meV, and the formula gives 17.311 meV. With eight, the peak and the strongest eigenmode both lie at 16.625 meV.

A parabolic well provides a case whose answer is known in advance. Let the bare energy be $\frac12m_z\omega_0^2z^2$, with $z$ now measured from the well's centre, in a medium of uniform permittivity. The mean position $\langle z\rangle$ obeys

$$
m_z\frac{d^2\langle z\rangle}{dt^2}=-m_z\omega_0^2\langle z\rangle-\int|\phi|^2\frac{\partial U_H}{\partial z}dz .
$$

The last integral contains $|\phi(z)|^2|\phi(z')|^2$ times the derivative of $|z-z'|$. That derivative changes sign when $z$ and $z'$ are exchanged, so the integral is zero: the electrons exert no net force on themselves. The mean position therefore oscillates at $\omega_0$ at any density. The static gap does not stay at $\hbar\omega_0$, because $U_H''=-(e^2/\epsilon_s)N_s|\phi_0|^2$ is negative and flattens the well. For $\hbar\omega_0=20$ meV, the same density and the same $m_z$, the Hartree gap is 13.77 meV. The two-subband formula brings the resonance back to 20.07 meV, and 30 subbands give 20.00 meV. The dynamic shift thus undoes the static softening, and a wrong factor in front of $N_sV$ would spoil the agreement.

The formula also assumed an infinite wavelength and no nearby conductors. For in-plane wavevector $q$ and a thick oxide of permittivity $\epsilon_{\rm ox}$, the Coulomb kernel is

$$
\frac{e^2}{2\epsilon_sq}\left[e^{-q|z-z'|}+\kappa e^{-q(z+z')}\right],\qquad
\kappa=\frac{\epsilon_s-\epsilon_{\rm ox}}{\epsilon_s+\epsilon_{\rm ox}} .
$$

Expand the exponentials and integrate with $\phi_0\phi_1$ at both points. The terms that are constant, or depend on one coordinate alone, vanish by orthogonality. This removes the $1/q$ divergence and, at zeroth order, the oxide image. At the next order $(z-z')^2$ gives $-2z_{10}^2$ and $(z+z')^2$ gives $+2z_{10}^2$, so

$$
V_q=V-\frac{e^2}{2\epsilon_s}(1-\kappa)\,q\,z_{10}^2+O(q^2).
$$

For a grating of period 3 µm and a thick oxide this lowers $V$ by 0.3 percent. A metal gate behind an oxide of thickness $d$ replaces $\epsilon_{\rm ox}$ by $\epsilon_{\rm ox}\coth(qd)$ and moves $\kappa$ from 0.5 towards $-1$, which can make this leading correction up to four times larger. For the 20 nm oxide of the example $qd=0.042$, $\kappa\approx-0.78$ and the reduction is about 1.1 percent.

Suppose next that the layer lies between two grounded planes, separated by an electrical distance $L$ in silicon-equivalent thickness. The isolated layer has a step in $\delta U$ across it. Since $\int Q\,dz=-z_{10}$ by parts, the step is $2N_sx(e^2/\epsilon_s)z_{10}$. Grounding both planes adds a uniform slope equal to minus this step divided by $L$, which subtracts $(e^2/\epsilon_s)z_{10}^2/L$ from $V$. With the gate and the depletion edge as the planes, $L=1100+20\times11.7/3.9=1160$ nm and the reduction is 0.5 percent. This is an upper estimate at liquid-helium temperature, where the holes beyond the depletion edge are frozen out and that edge is not a good conductor.

Exchange is not so small. In a local estimate with four equal spin and valley components, the exchange potential is $v_x=-(e^2/4\pi\epsilon_s)k_F/\pi$ with $k_F=(6\pi^2n/4)^{1/3}$ and $n=N_s\phi_0^2$. To first order it raises the gap by 6.96 meV. It also responds to the drive: $\delta v_x=(dv_x/dn)\,\delta n$ has matrix element $2xK$, with

$$
K=N_s\int\phi_0^2\phi_1^2\,\frac{dv_x}{dn}\,dz=-1.71\ {\rm meV},
$$

so $N_sV$ is replaced by $N_sV+K=1.78$ meV and about half of the depolarization term is cancelled. The static image energy $e^2\kappa/(16\pi\epsilon_sz)$, which repels electrons from the oxide, lowers the gap by 4.21 meV to first order, with the Hartree potential held fixed. This overstates its effect: electrons pushed deeper screen the field near the interface less, which widens the gap again, and the self-consistent lowering is less than half as large. Together these estimates give a gap of $14.17+6.96-4.21=16.92$ meV and a two-subband resonance at 18.6 meV, only 1.7 meV above that gap. Correlation, mass anisotropy in the exchange and the change of the subband functions are missing, so 18.6 meV indicates the scale of the corrections and is not a prediction.

The example is set in the regime of a silicon (100) transistor channel at liquid-helium temperature, with the masses set in the model to 0.916 normal to the interface and 0.19 along it, in units of the free-electron mass. The density is ordinary for such a channel; the doping, $10^{15}$ cm$^{-3}$, is far below that of scaled transistors, and the 20 nm oxide is much thicker than theirs. The depletion charge of $1.1\times10^{11}$ cm$^{-2}$ is a setting of the model: at this doping, inversion at liquid-helium temperature without substrate bias needs a band bending near 1.2 eV and hence about $1.2\times10^{11}$ cm$^{-2}$, which would raise the gap by roughly 0.5 meV. The Fermi energy, 6.3 meV, lies below both the second subband and the other valley ladder, which starts at 14.47 meV, and at 4.2 K thermal occupation of higher subbands is negligible. Warmer devices break this assumption: at 77 K, with the potential held fixed, 48 percent of the electrons have left the lowest subband. An electron in $\phi_1$ sees a transition energy $-E_{10}$ and enters $\chi_0$ with the opposite sign, so $N_s$ becomes $N_0-N_1$, the difference of the two populations. For a given potential this weakens the depolarization term of this transition taken alone. Electrons in the higher subbands and in the other valley ladder add transitions of their own, which couple to it through the same induced field. Nor does the potential stay fixed. Warm electrons lie deeper, so they screen the field near the interface less, and the gap itself widens. The wider gap also keeps more electrons in the lowest subband, so 48 percent is an overestimate. The resonance at 77 K therefore needs a new self-consistent calculation that includes all these transitions, and cannot be found by reducing $N_s$ alone. At low temperature, penetration into the oxide raises the gap by about 0.5 meV if the potential is held fixed, but this shift does not survive self-consistency. Penetration acts as a wall moved back by about 0.1 nm; the electrons and their Hartree potential move with it, and the linear depletion potential changes only by a constant, so the gap and the resonance are practically unchanged. The curvature of the depletion potential lowers the gap by a few hundredths of a meV. A mobility of $10^4$ cm$^2$/Vs corresponds to a collision width $\hbar/\tau$ of 0.6 meV for motion along the interface. The width of the intersubband line can differ from this, but if it is of similar size the calculated shift can be resolved. The oxide field of 0.5 MV/cm is well below the roughly 10 MV/cm at which good oxides break down, and the tunnelling exponents, above 200 for both the silicon gap and the oxide, make leakage by these paths negligible. The remaining values are in the numerical output.

## Numbers as computed

```
Sheet density Ns: 1e+12 cm^-2
Depletion sheet density: 1.1e+11 cm^-2
Acceptor density: 1e+15 cm^-3
Depletion width 1100 nm, oxide thickness 20 nm
Masses mz 0.916, mt 0.19, oxide 0.5 (free-electron masses)
Relative permittivity: silicon 11.7, oxide 3.9
e^2/eps_s: 1546.6 meV nm
Mean distance from wall, subband 0: 2.814 nm
Mean distance from wall, subband 1: 7.117 nm
Hartree gap E10: 14.17 meV
Fermi energy above subband 0: 6.3 meV
Other valley ladder above subband 0: 14.47 meV
Dipole length |z10|: 1.173 nm
Length S: 0.2255 nm
Coulomb element V: 348.8 meV nm^2
Ns V (first-order shift): 3.488 meV
alpha: 0.4923
Oscillator strength f: 0.4686
Effective thickness z10^2/S: 6.098 nm
Two-subband resonance: 17.311 meV
Two-subband resonance frequency: 4.186 THz
Depolarization shift: 3.14 meV
Real-time peak, 2 subbands: 17.311 meV
Real-time peak, 8 subbands: 16.625 meV
Coupled formula, 8 subbands: 16.625 meV
Coupled formula, 30 subbands: 16.624 meV
Strength of that mode: 0.2895
Resonance change, grid 0.1 to 0.05 nm: 0.0022 meV
Parabolic well: bare 20.0, Hartree gap 13.768 meV
Parabolic well: 2 subbands 20.073, 30 19.999 meV
Ns 5.0e+11 cm^-2: E10 11.88, resonance 14.00 meV, S 0.298 nm, alpha 0.388
Ns 1.0e+12 cm^-2: E10 14.17, resonance 17.31 meV, S 0.226 nm, alpha 0.492
Ns 2.0e+12 cm^-2: E10 17.77, resonance 22.04 meV, S 0.155 nm, alpha 0.538
Exchange change of E10: 6.96 meV
Exchange kernel, compare Ns V: -1.71 meV
Image-potential change of E10: -4.21 meV
Resonance with exchange and image estimates: 18.6 meV
Oxide-penetration change of E10: 0.53 meV
Depletion-curvature change of E10: -0.037 meV
Relative change of V, 3 um grating: -0.0032
Relative change of V, grounded planes: -0.0053
Fraction outside subband 0 at 4.2 K: 6.1e-11
Fraction outside subband 0 at 77 K: 0.48
Collision width hbar/tau at 1e4 cm^2/Vs: 0.61 meV
Silicon surface field: 0.172 MV/cm
Oxide field: 0.515 MV/cm
WKB exponent, silicon gap (mass 0.2): 225
WKB exponent, oxide: 233
```
